**Exchange from one interface as a uniform spin field in a thin superconductor**

The program tests the result \(h=\Gamma/d\), where \(h\) is the spin field in a dirty superconducting film, \(\Gamma\) the areal exchange strength of a ferromagnetic-insulator contact and \(d\) the thickness. It solves the position-dependent Usadel equation by finite differences and compares it with a homogeneous superconductor. It asserts that the error at fixed \(h\) falls as \(d^2\), and as \(d^4\) once the pair breaking \(\alpha=2\Gamma^2/(3\hbar D)\) is included, with \(D\) the diffusion constant; the output gives orders 2.02 and 4.03. Further assertions cover the contact condition, the collision-rate meaning of \(\Gamma\), the decay of the exchange effect in a thick film, the self-consistent gap and the zero-temperature limiting field. For rough aluminium and europium sulphide values at \(d=6\) nm, the output shows \(h=0.10\) meV, equivalent to 1.73 T. The peak splittings between 4 and 12 nm follow a fitted exponent of −1.002. The program also sizes spin-orbit scattering, the Fermi-liquid correction, thermal smearing and the orbital pair breaking of an equal real field.

## Program and output

```python
# RESULT UNDER TEST: a ferromagnetic insulator on one face of a thin dirty
# superconducting film acts as a uniform spin field h = Gamma/d, with a first
# correction equal to pair breaking alpha = 2 Gamma^2/(3 hbar D).
# Symbols: d thickness, D diffusion constant, Gamma areal exchange strength
# (energy*length), theta pairing angle (normal part cos, anomalous part sin),
# omega Matsubara energy, delta order parameter, spin = +1 or -1.
# Film equation: (hbar D/2) theta'' = (omega + i spin h(x)) sin - delta cos,
# contact: (hbar D/2) theta'(0) = i spin Gamma sin theta(0); theta'(d) = 0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def film_angle(omega, delta, d, gamma, hbar_d, exchange=0.0, nodes=41):
    """Solve the position-dependent film equation by Newton iteration."""
    dx = d / (nodes - 1)
    cell = np.full(nodes, dx)
    cell[[0, -1]] = dx / 2
    stiff = hbar_d / (2 * dx)
    source = cell * (omega + 1j * exchange)
    source[0] += 1j * gamma
    pairing = cell * delta
    theta = np.full(nodes, np.arctan(pairing.sum() / source.sum()))
    links = np.full(nodes, 2.0)
    links[[0, -1]] = 1.0
    bands = np.zeros((3, nodes), complex)
    bands[0, 1:] = stiff
    bands[2, :-1] = stiff
    for _ in range(60):
        flux = stiff * np.diff(theta)
        sine, cosine = np.sin(theta), np.cos(theta)
        residual = -source * sine + pairing * cosine
        residual[:-1] += flux
        residual[1:] -= flux
        bands[1] = -stiff * links - source * cosine - pairing * sine
        step = solve_banded((1, 1), bands, residual)
        theta = theta - step
        if np.max(np.abs(step)) < 1e-9:
            return theta
    raise AssertionError("film equation did not converge")


def film_mean(values):
    return (values.sum() - (values[0] + values[-1]) / 2) / (len(values) - 1)


def uniform_angle(omega, delta, h, alpha=0.0):
    """Homogeneous superconductor in spin field h with pair breaking alpha."""
    z = omega + 1j * h
    theta = np.arctan(delta / z)
    for _ in range(30):
        value = (z * np.sin(theta) - delta * np.cos(theta)
                 + alpha * np.sin(theta) * np.cos(theta))
        slope = (z * np.cos(theta) + delta * np.sin(theta)
                 + alpha * np.cos(2 * theta))
        theta = theta - value / slope
    return theta


# ---- Tests in scaled units: delta = 1, hbar D = 2, coherence length = 1 ----
plain_error, corrected_error = [], []
for d_test in (0.4, 0.2):
    h_test = 0.4
    g_test = h_test * d_test
    mean_angle = film_mean(film_angle(0.3, 1.0, d_test, g_test, 2.0, nodes=401))
    a_test = 2 * g_test**2 / (3 * 2.0)
    plain_error.append(abs(mean_angle - uniform_angle(0.3, 1.0, h_test)))
    corrected_error.append(
        abs(mean_angle - uniform_angle(0.3, 1.0, h_test, a_test)))
order_plain = np.log2(plain_error[0] / plain_error[1])
order_corrected = np.log2(corrected_error[0] / corrected_error[1])
assert abs(order_plain - 2) < 0.2
assert abs(order_corrected - 4) < 0.4
assert corrected_error[1] < 0.05 * plain_error[1]

# A real exchange layer of shrinking width must approach the contact condition.
contact_angle = film_angle(0.3, 1.0, 0.4, 0.16, 2.0, nodes=2001)[-1]
layer_error = []
for width_nodes in (80, 40):
    profile = np.zeros(2001)
    profile[:width_nodes] = 1.0
    profile *= 0.16 / ((width_nodes - 0.5) * 0.4 / 2000)
    layered = film_angle(0.3, 1.0, 0.4, 0.0, 2.0, profile, 2001)[-1]
    layer_error.append(abs(layered - contact_angle))
layer_ratio = layer_error[0] / layer_error[1]
assert abs(layer_ratio - 2) < 0.15

# In a thick film the exchange effect must stay near the contact.
thick = film_angle(0.3, 1.0, 10.0, 0.08, 2.0, nodes=401)
local_field = np.imag(np.cos(thick) / np.sin(thick))
far_near = abs(local_field[-1] / local_field[0])
assert far_near < 0.01

# Quantum well with a spin-dependent wall (hbar = 1, hbar^2/2m = 1, kF = 1):
# mean level splitting at the Fermi surface against the collision-rate law.
well, wall_width, grid = 600.0, 15.0, 0.1
position = np.arange(-wall_width, well, grid)
levels = []
for wall in (1.48, 1.52):
    diagonal = 2 / grid**2 + np.where(position < 0, wall, 0.0)
    levels.append(eigh_tridiagonal(
        diagonal, np.full(len(position) - 1, -1 / grid**2),
        eigvals_only=True, select='v', select_range=(0.0, 1.0)))
count = min(len(levels[0]), len(levels[1]))
h_levels = np.mean(levels[1][:count] - levels[0][:count]) / 2


def mixing_angle(mu):
    return 2 * (np.arctan2(np.sqrt(1.52 - mu**2), mu)
                - np.arctan2(np.sqrt(1.48 - mu**2), mu))


flux_mean_angle = quad(lambda mu: 2 * mu * mixing_angle(mu), 0, 1)[0]
h_collisions = 2.0 * flux_mean_angle / (8 * well)
well_ratio = h_levels / h_collisions
assert abs(well_ratio - 1) < 0.025

# ---- Worked example: rough typical values for Al on EuS; meV and nm ----
mev = const.e * 1e-3
delta0 = 0.30
diffusion = 20e-4          # m^2/s
d = 6.0
gamma = 0.6
fermi_velocity = 2.0e6     # m/s, rough
temperature = 0.3          # K
k_b = const.k / mev
mu_b = const.physical_constants['Bohr magneton'][0] / mev
hbar_d = const.hbar * diffusion / mev * 1e18
hbar_v = const.hbar * fermi_velocity / mev * 1e9
xi = np.sqrt(hbar_d / (2 * delta0))
h = gamma / d
alpha = 2 * gamma**2 / (3 * hbar_d)
field = h / mu_b
mean_path = 3 * diffusion / fermi_velocity * 1e9
angle_needed = 8 * gamma / hbar_v
critical_t = delta0 * np.exp(np.euler_gamma) / (np.pi * k_b)

# Variation of the pairing angle across the film.
omega0 = np.pi * k_b * temperature
profile = film_angle(omega0, delta0, d, gamma, hbar_d)
variation = profile[-1] - profile[0]
predicted = 1j * gamma * d / hbar_d * np.sin(uniform_angle(omega0, delta0, h))
assert abs(variation / predicted - 1) < 0.02

# Peak splitting at the free surface from the full film equation.
broadening = 0.005


def peak_energy(spin, thickness):
    def negative_dos(energy):
        angle = film_angle(broadening - 1j * energy, delta0, thickness,
                           spin * gamma, hbar_d)
        return -np.cos(angle[-1]).real
    energies = np.linspace(0.05, 0.65, 121)
    best = int(np.argmin([negative_dos(e) for e in energies]))
    return minimize_scalar(negative_dos, method='bounded',
                           bounds=(energies[best - 1], energies[best + 1]),
                           options={'xatol': 1e-7}).x


thicknesses = np.array([4.0, 6.0, 9.0, 12.0])
splittings = np.array([peak_energy(1, t) - peak_energy(-1, t)
                       for t in thicknesses])
exponent = np.polyfit(np.log(thicknesses), np.log(splittings), 1)[0]
assert np.all(np.abs(splittings * thicknesses / (2 * gamma) - 1) < 0.02)
assert abs(exponent + 1) < 0.01

# Self-consistent order parameter at a temperature where it feels the field.
warm = 1.2
spacing = 2 * np.pi * k_b * warm
omegas = spacing * (np.arange(150) + 0.5)
log_t = np.log(warm / critical_t)


def uniform_balance(delta, spin_field):
    sine = delta / np.sqrt((omegas + 1j * spin_field)**2 + delta**2)
    return delta * log_t - spacing * np.sum(sine.real - delta / omegas)


gap_uniform = brentq(uniform_balance, 0.1, 0.35, args=(h,))
gap_no_field = brentq(uniform_balance, 0.1, 0.35, args=(0.0,))
slope = (uniform_balance(gap_uniform + 1e-4, h)
         - uniform_balance(gap_uniform - 1e-4, h)) / 2e-4
coupling = log_t + spacing * np.sum(1 / omegas)
gap_film = np.full(41, 1.1 * gap_uniform)
for _ in range(40):
    total = sum(np.sin(film_angle(w, gap_film, d, gamma, hbar_d)).real
                for w in omegas)
    balance = gap_film * coupling - spacing * total
    average = film_mean(balance)
    gap_film = gap_film - average / slope - (balance - average) / coupling
    if np.max(np.abs(balance)) < 1e-8:
        break
assert np.max(np.abs(balance)) < 1e-8
gap_mean = film_mean(gap_film)
gap_spread = np.ptp(gap_film) / gap_mean
assert abs(gap_mean / gap_uniform - 1) < 3e-3
assert abs(gap_no_field / gap_uniform - 1) > 2e-2

# Zero-temperature limit: condensation energy against normal spin energy,
# both per density of states of one spin.
condensation = -2 * quad(
    lambda x: x - np.hypot(x, delta0) + delta0**2 / (2 * np.hypot(x, delta0)),
    0, 200 * delta0, limit=400)[0]
h_limit = np.sqrt(condensation)
assert abs(h_limit / (delta0 / np.sqrt(2)) - 1) < 1e-4
d_critical = gamma / h_limit
assert d > d_critical


# ---- Sizes of neglected effects ----
def spin_orbit_splitting(rate):
    """Peak splitting when scattering mixes the two spins at energy rate."""
    energies = np.arange(0.8, 0.1, -0.0005)
    start = broadening - 1j * energies[0]
    up = uniform_angle(start, delta0, h)
    down = uniform_angle(start, delta0, -h)
    dos = []
    for energy in energies:
        w = broadening - 1j * energy
        for _ in range(50):
            mix = rate * np.cos(up - down)
            f_up = ((w + 1j * h) * np.sin(up) - delta0 * np.cos(up)
                    + rate * np.sin(up - down))
            f_down = ((w - 1j * h) * np.sin(down) - delta0 * np.cos(down)
                      - rate * np.sin(up - down))
            j_up = (w + 1j * h) * np.cos(up) + delta0 * np.sin(up) + mix
            j_down = (w - 1j * h) * np.cos(down) + delta0 * np.sin(down) + mix
            determinant = j_up * j_down - mix**2
            s_up = (j_down * f_up + mix * f_down) / determinant
            s_down = (j_up * f_down + mix * f_up) / determinant
            up, down = up - s_up, down - s_down
            if abs(s_up) + abs(s_down) < 1e-10:
                break
        else:
            raise AssertionError("spin-orbit equations did not converge")
        dos.append((np.cos(up).real, np.cos(down).real))
    dos = np.array(dos)
    assert dos.min() > 0
    return energies[np.argmax(dos[:, 0])] - energies[np.argmax(dos[:, 1])]


so_rate = (13 / 137)**4 * hbar_v / mean_path / 3
split_clean = spin_orbit_splitting(0.0)
split_so = spin_orbit_splitting(so_rate)
assert abs(split_clean - 2 * h) < 0.0021   # four energy-grid steps

# Spin polarization relative to the normal metal sets the Fermi-liquid shift.
cold_spacing = 2 * np.pi * k_b * temperature
cold = cold_spacing * (np.arange(4000) + 0.5)
normal_part = (cold + 1j * h) / np.sqrt((cold + 1j * h)**2 + delta0**2)
polarization = 1 - cold_spacing * np.sum(normal_part.imag) / h
landau = 0.2               # rough size of the exchange Landau parameter
thermal_width = 4 * np.arccosh(np.sqrt(2)) * k_b * temperature


def orbital_breaking(b_field):
    """Film average of (hbar D/2)(2 e A/hbar)^2 for a parallel field, in meV."""
    d_m = d * 1e-9
    average = quad(lambda u: (b_field * d_m * (u - 0.5))**2, 0, 1)[0]
    return 2 * diffusion * const.e**2 / const.hbar * average / mev


orbital = orbital_breaking(field)
closed = diffusion * (const.e * field * d * 1e-9)**2 / (6 * const.hbar) / mev
assert abs(orbital / closed - 1) < 1e-8

print(f"scaled test: order of plain error in d = {order_plain:.3f}")
print(f"scaled test: order of corrected error = {order_corrected:.3f}")
print(f"layer error ratio on halving width = {layer_ratio:.3f}")
print(f"thick film (10 xi): far/near field = {far_near:.1e}")
print(f"well: level h / collision-rate h = {well_ratio:.4f}")
print(f"input gap Delta0 = {delta0:.2f} meV")
print(f"input D = {diffusion*1e4:.0f} cm2/s")
print(f"input d = {d:.1f} nm")
print(f"input Gamma = {gamma:.2f} meV nm")
print(f"input Fermi velocity = {fermi_velocity:.1e} m/s")
print(f"input temperature = {temperature:.1f} K")
print(f"hbar D = {hbar_d:.0f} meV nm2")
print(f"coherence length xi = {xi:.1f} nm")
print(f"Delta0 d^2/(hbar D) = {delta0*d*d/hbar_d:.4f}")
print(f"Gamma d/(hbar D) = {gamma*d/hbar_d:.5f}")
print(f"zero-field Tc = {critical_t:.2f} K")
print(f"spin field h = {h:.4f} meV")
print(f"equivalent magnetic field h/muB = {field:.2f} T")
print(f"mean mixing angle = {angle_needed*1e3:.2f} mrad")
print(f"angle variation across film, full = {abs(variation):.6f} rad")
print(f"angle variation, formula = {abs(predicted):.6f} rad")
print(f"pair breaking alpha = {alpha*1e3:.3f} ueV")
print(f"alpha/Delta0 = {alpha/delta0:.2e}")
for t, s in zip(thicknesses, splittings):
    print(f"d = {t:.0f} nm: 2 Gamma/d = {2*gamma/t:.4f}, full = {s:.4f} meV")
print(f"fitted thickness exponent = {exponent:.4f}")
print(f"self-consistency temperature = {warm:.1f} K")
print(f"gap there, no spin field = {gap_no_field:.5f} meV")
print(f"gap there, uniform h = {gap_uniform:.5f} meV")
print(f"gap there, full film mean = {gap_mean:.5f} meV")
print(f"relative gap spread across film = {gap_spread:.1e}")
print(f"limiting spin field at T=0 = {h_limit:.4f} meV")
print(f"critical thickness = {d_critical:.2f} nm")
print(f"mean free path = {mean_path:.1f} nm")
print(f"spin-orbit mixing energy = {so_rate:.4f} meV")
print(f"peak splitting without spin-orbit = {split_clean:.4f} meV")
print(f"peak splitting with spin-orbit = {split_so:.4f} meV")
print(f"spin polarization / normal value = {polarization:.4f}")
print(f"input Landau parameter (rough) = {landau:.1f}")
print(f"Fermi-liquid change of h = {100*landau*polarization:.2f} percent")
print(f"thermal width of tunnel kernel = {thermal_width:.4f} meV")
print(f"orbital breaking by equal real field = {orbital:.4f} meV")
print(f"orbital breaking / Delta0 = {orbital/delta0:.3f}")
print("done: every assertion held")
```

Output:

```
scaled test: order of plain error in d = 2.021
scaled test: order of corrected error = 4.034
layer error ratio on halving width = 1.960
thick film (10 xi): far/near field = 7.3e-05
well: level h / collision-rate h = 1.0010
input gap Delta0 = 0.30 meV
input D = 20 cm2/s
input d = 6.0 nm
input Gamma = 0.60 meV nm
input Fermi velocity = 2.0e+06 m/s
input temperature = 0.3 K
hbar D = 1316 meV nm2
coherence length xi = 46.8 nm
Delta0 d^2/(hbar D) = 0.0082
Gamma d/(hbar D) = 0.00273
zero-field Tc = 1.97 K
spin field h = 0.1000 meV
equivalent magnetic field h/muB = 1.73 T
mean mixing angle = 3.65 mrad
angle variation across film, full = 0.002761 rad
angle variation, formula = 0.002764 rad
pair breaking alpha = 0.182 ueV
alpha/Delta0 = 6.08e-04
d = 4 nm: 2 Gamma/d = 0.3000, full = 0.2999 meV
d = 6 nm: 2 Gamma/d = 0.2000, full = 0.1999 meV
d = 9 nm: 2 Gamma/d = 0.1333, full = 0.1332 meV
d = 12 nm: 2 Gamma/d = 0.1000, full = 0.0998 meV
fitted thickness exponent = -1.0019
self-consistency temperature = 1.2 K
gap there, no spin field = 0.27057 meV
gap there, uniform h = 0.25077 meV
gap there, full film mean = 0.25044 meV
relative gap spread across film = 1.1e-04
limiting spin field at T=0 = 0.2121 meV
critical thickness = 2.83 nm
mean free path = 3.0 nm
spin-orbit mixing energy = 0.0119 meV
peak splitting without spin-orbit = 0.2000 meV
peak splitting with spin-orbit = 0.1950 meV
spin polarization / normal value = 0.0005
input Landau parameter (rough) = 0.2
Fermi-liquid change of h = 0.01 percent
thermal width of tunnel kernel = 0.0911 meV
orbital breaking by equal real field = 0.0544 meV
orbital breaking / Delta0 = 0.181
done: every assertion held
```
